# Evaluating the three-omega strip-heater integral with a bounded tail correction: a numerical check

```python
# Result under test: the three-omega strip-heater integral
#   I(lam) = int_0^inf sin(x)^2 / (x^2 sqrt(x^2 + i lam)) dx
# equals its integral up to X = N pi plus
#   1/(2X(X+r)) - (3X^2+2i lam)/(8 X^3 r^3),  r = sqrt(X^2+i lam),
# with a remainder of modulus at most 27/(4 X^6), for every lam > 0.
# x = wavevector * half-width b; lam = 2 omega b^2 / D;
# D = kappa/C is the diffusivity; the heating power oscillates at 2 omega.
# Temperature amplitude = (power per length)/(pi kappa) * I(lam).
import numpy as np
import sympy as sp
from scipy.special import kv, erf


def gauss_panels(edges, order=20):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges)[:, None] / 2
    middle = ((edges[1:] + edges[:-1]) / 2)[:, None]
    return (middle + half * nodes).ravel(), (half * weights).ravel()


def integrand(x, lam):
    return np.sinc(x / np.pi)**2 / np.sqrt(x**2 + 1j * lam)


def central_region(lam, cutoff, order=20):
    # The sinh map resolves the thermal scale sqrt(lam) in the first lobe.
    scale = np.sqrt(lam)
    u_end = np.arcsinh(np.pi / scale)
    u, w = gauss_panels(np.linspace(0, u_end, int(np.ceil(u_end)) + 1), order)
    x = scale * np.sinh(u)
    first = np.sum(w * scale * np.cosh(u) * integrand(x, lam))
    count = max(1, int(np.ceil(cutoff / np.pi - 1 - 1e-9)))
    x, w = gauss_panels(np.linspace(np.pi, cutoff, count + 1), order)
    return first + np.sum(w * integrand(x, lam))


def smooth_tail(lam, cutoff):
    return 1 / (2 * cutoff * (cutoff + np.sqrt(cutoff**2 + 1j * lam)))


def edge_tail(lam, cutoff):
    r = np.sqrt(cutoff**2 + 1j * lam)
    return -(3 * cutoff**2 + 2j * lam) / (8 * cutoff**3 * r**3)


def corrected(lam, cutoff, order=20):
    return (central_region(lam, cutoff, order) + smooth_tail(lam, cutoff)
            + edge_tail(lam, cutoff))


def tail_bound(cutoff):
    return 27 / (4 * cutoff**6)


def real_space_reference(lam):
    # Average of the line-source response K0 over source and receiver points.
    w, weight = gauss_panels(np.linspace(0, 45, 91))
    y = 2 * np.exp(-w)
    s = np.sqrt(1j * lam)
    return np.sum(weight * y * (1 - y / 2) * kv(0, s * y))


# Remainder bound over frequency and cutoff, against the real-space integral.
worst_ratio = 0.0
for lam in np.logspace(-6, 4, 21):
    reference = real_space_reference(lam)
    for periods in (1, 2, 3, 5, 8, 10):
        X = periods * np.pi
        error = abs(reference - corrected(lam, X))
        # 1e-13 allows for rounding in sums of magnitude up to ten.
        assert error <= tail_bound(X) + 1e-13
        worst_ratio = max(worst_ratio, error / tail_bound(X))
X = 8 * np.pi
scaled_remainder = ((real_space_reference(1e-4) - corrected(1e-4, X)) * X**6).real
assert abs(scaled_remainder / (15 / 8) - 1) < 0.03

# Derivative bounds; scaling x by sqrt(lam) allows lam = 1 without loss.
xs = sp.symbols('x', positive=True)
g = xs**-2 * (xs**2 + sp.I)**sp.Rational(-1, 2)
grid = np.logspace(-2, 3, 2001)
scaled_maxima = []
for order, limit in ((3, 90), (4, 756)):
    derivative = sp.lambdify(xs, sp.diff(g, xs, order), 'numpy')
    maximum = np.max(np.abs(derivative(grid + 0j)) * grid**(order + 3))
    scaled_maxima.append(maximum)
    assert maximum <= limit
first_derivative = sp.lambdify(xs, sp.diff(g, xs), 'numpy')
assert np.allclose(edge_tail(1.0, grid), first_derivative(grid + 0j) / 8,
                   rtol=1e-11, atol=0)

# Low- and high-frequency limits.
low, high = 1e-6, 1e4
low_limit = 1.5 - np.euler_gamma - np.log(low) / 2 - 1j * np.pi / 4
s_high = np.sqrt(1j * high)
high_limit = np.pi / (2 * s_high) - 1 / (2 * s_high**2)
assert abs(corrected(low, 21 * np.pi) - low_limit) < 1e-5
assert abs(corrected(high, 21 * np.pi) - high_limit) < 1e-9

# Worked example with round model parameters, SI units.
kappa, heat_capacity, half_width = 2.0, 2.0e6, 10e-6
length, power, resistance, alpha = 1e-3, 10e-3, 20.0, 3e-3
diffusivity = kappa / heat_capacity
line_power = power / length
prefactor = line_power / (np.pi * kappa)
tolerance = 1e-10
N = int(np.ceil((27 / (4 * tolerance))**(1 / 6) / np.pi))
cutoff = N * np.pi
frequencies = np.array([1.0, 10.0, 100.0, 1e3, 1e4])
lams = 4 * np.pi * frequencies * half_width**2 / diffusivity
values = np.array([corrected(lam, cutoff) for lam in lams])
temperatures = prefactor * values
quadrature_change = max(abs(corrected(lam, cutoff, 40) - value)
                        for lam, value in zip(lams, values))
assert quadrature_change < 1e-12


def heat_kernel_temperature(frequency):
    # Response to past heat pulses; time is rotated by -45 degrees in the
    # complex plane so that the oscillating factor decays.
    v = np.linspace(-70, 14, 4201)
    t = half_width**2 / diffusivity * np.exp(v - 1j * np.pi / 4)
    spread = np.sqrt(diffusivity * t)
    ratio = half_width / spread
    strip = (erf(ratio) + np.expm1(-ratio**2) / (ratio * np.sqrt(np.pi)))
    strip = strip / (2 * half_width)
    depth = 2 / (np.sqrt(4 * np.pi) * spread)
    pulse = line_power / heat_capacity * depth * strip
    phase = np.exp(-4j * np.pi * frequency * t)
    return np.sum(pulse * phase * t) * (v[1] - v[0])


kernel_temperatures = np.array([heat_kernel_temperature(f) for f in frequencies])
kernel_difference = np.max(np.abs(kernel_temperatures / temperatures - 1))
assert kernel_difference < 1e-9

# Harmonics of the power and voltage from sampled waveforms.
current = np.sqrt(2 * power / resistance)
angle = 2 * np.pi * np.arange(64) / 64
drive = current * np.cos(angle)
joule_2w = 2 * np.mean(drive**2 * resistance * np.exp(-2j * angle))
assert abs(joule_2w - power) < 1e-14
oscillation = (temperatures[2] * np.exp(2j * angle)).real
voltage = drive * resistance * (1 + alpha * oscillation)
voltage_3w = 2 * np.mean(voltage * np.exp(-3j * angle))
formula_3w = current * resistance * alpha * temperatures[2] / 2
assert abs(voltage_3w - formula_3w) < 1e-14

# Error after each tail term at 100 Hz.
lam_mid = lams[2]
reference_mid = real_space_reference(lam_mid)
error_rows = []
for periods in (2, 5, 10):
    X = periods * np.pi
    center = central_region(lam_mid, X)
    smooth = center + smooth_tail(lam_mid, X)
    full = smooth + edge_tail(lam_mid, X)
    errors = [abs(reference_mid - value) for value in (center, smooth, full)]
    assert errors[0] > errors[1] > errors[2]
    error_rows.append((periods, *errors, tail_bound(X)))

# Three cases where a needed ingredient is left out.
x_plain, w_plain = gauss_panels(np.array([0.0, np.pi]))
x_graded = central_region(lams[0], np.pi)
ungraded_error = abs(np.sum(w_plain * integrand(x_plain, lams[0])) - x_graded)
assert ungraded_error > 1e-6
X_off = 10.25 * np.pi
off_error = abs(reference_mid - corrected(lam_mid, X_off))
assert abs(off_error * 4 * X_off**3 - 1) < 0.1
X_ten = 10 * np.pi
true_tail = real_space_reference(high) - central_region(high, X_ten)
cube_error = abs(1 / (4 * X_ten**2) - true_tail) / abs(true_tail)
uniform_error = abs(smooth_tail(high, X_ten) + edge_tail(high, X_ten)
                    - true_tail) / abs(true_tail)
assert cube_error > 0.5 and uniform_error < 1e-4


def slope_conductivity(t_low, t_high, f_ratio):
    return line_power * np.log(f_ratio) / (2 * np.pi * (t_low - t_high).real)


truncated = prefactor * np.array([central_region(lam, 2 * np.pi)
                                  for lam in lams[:2]])
slope_full = slope_conductivity(temperatures[0], temperatures[1], 10)
slope_truncated = slope_conductivity(truncated[0], truncated[1], 10)
offset = (temperatures[0] - truncated[0]).real
assert abs(slope_full / kappa - 1) < 0.01
assert abs(slope_truncated / slope_full - 1) < 1e-6
assert offset > 1e-3

print(f"conductivity = {kappa:.1f} W/(m K)")
print(f"heat capacity = {heat_capacity:.1e} J/(m^3 K)")
print(f"diffusivity = {diffusivity:.1e} m^2/s")
print(f"half-width = {half_width*1e6:.1f} um; length = {length*1e3:.1f} mm")
print(f"2-omega power amplitude = {power*1e3:.1f} mW")
print(f"power per length = {line_power:.1f} W/m")
print(f"temperature prefactor = {prefactor:.6f} K")
print(f"tail tolerance = {tolerance:.1e} (dimensionless)")
print(f"chosen N = {N}; cutoff X = {cutoff:.4f}")
print(f"tail bound at this X = {tail_bound(cutoff):.2e}")
print(f"change on doubling Gauss order = {quadrature_change:.1e}")
print("f (Hz), lambda, Re I, Im I:")
for f, lam, value in zip(frequencies, lams, values):
    print(f"  {f:.0f}  {lam:.6f}  {value.real:.8f}  {value.imag:.8f}")
print("f (Hz), Re dT (K), Im dT (K):")
for f, value in zip(frequencies, temperatures):
    print(f"  {f:.0f}  {value.real:.6f}  {value.imag:.6f}")
print(f"largest relative difference from heat kernel = {kernel_difference:.1e}")
print("100 Hz errors: N, no tail, smooth term, both terms, bound:")
for row in error_rows:
    print("  " + f"{row[0]}  " + "  ".join(f"{value:.3e}" for value in row[1:]))
print(f"largest error/bound in scan = {worst_ratio:.3f}")
print(f"X^6 times remainder, lambda=1e-4, N=8: {scaled_remainder:.4f}")
print(f"max x^6|g'''| = {scaled_maxima[0]:.2f}; "
      f"max x^7|g''''| = {scaled_maxima[1]:.2f}")
print(f"1 Hz ungraded first-panel error = {ungraded_error:.2e}")
print(f"100 Hz error at X=10.25 pi = {off_error:.3e}")
print(f"lambda=1e4, N=10: relative cube-tail error = {cube_error:.3f}")
print(f"same case, relative uniform-tail error = {uniform_error:.2e}")
print(f"heater resistance = {resistance:.1f} ohm; alpha = {alpha:.4f} 1/K")
print(f"current amplitude = {current*1e3:.4f} mA")
print(f"100 Hz V3w: Re = {voltage_3w.real*1e3:.6f} mV, "
      f"Im = {voltage_3w.imag*1e3:.6f} mV")
print(f"1 Hz Re dT without tail, N=2 = {truncated[0].real:.6f} K")
print(f"1 Hz offset from missing tail = {offset*1e3:.4f} mK")
print(f"slope conductivity, 1 to 10 Hz = {slope_full:.6f} W/(m K)")
print(f"same without tail, N=2 = {slope_truncated:.6f} W/(m K)")
print(f"relative slope change = {abs(slope_truncated/slope_full-1):.1e}")
print("PASS")
```

Running it gives:

```
conductivity = 2.0 W/(m K)
heat capacity = 2.0e+06 J/(m^3 K)
diffusivity = 1.0e-06 m^2/s
half-width = 10.0 um; length = 1.0 mm
2-omega power amplitude = 10.0 mW
power per length = 10.0 W/m
temperature prefactor = 1.591549 K
tail tolerance = 1.0e-10 (dimensionless)
chosen N = 21; cutoff X = 65.9734
tail bound at this X = 8.19e-11
change on doubling Gauss order = 3.1e-16
f (Hz), lambda, Re I, Im I:
  1  0.001257  4.26260677  -0.78448797
  10  0.012566  3.11278563  -0.77870559
  100  0.125664  1.97569281  -0.74240402
  1000  1.256637  0.94073779  -0.58077361
  10000  12.566371  0.31342027  -0.27360409
f (Hz), Re dT (K), Im dT (K):
  1  6.784149  -1.248551
  10  4.954152  -1.239348
  100  3.144413  -1.181573
  1000  1.497231  -0.924330
  10000  0.498824  -0.435454
largest relative difference from heat kernel = 5.4e-11
100 Hz errors: N, no tail, smooth term, both terms, bound:
  2  6.117e-03  2.159e-04  2.467e-05  1.097e-04
  5  1.007e-03  6.040e-06  1.199e-07  4.493e-07
  10  2.529e-04  3.830e-07  1.930e-09  7.021e-09
largest error/bound in scan = 0.275
X^6 times remainder, lambda=1e-4, N=8: 1.8447
max x^6|g'''| = 60.00; max x^7|g''''| = 360.00
1 Hz ungraded first-panel error = 4.02e-02
100 Hz error at X=10.25 pi = 7.814e-06
lambda=1e4, N=10: relative cube-tail error = 1.271
same case, relative uniform-tail error = 1.92e-06
heater resistance = 20.0 ohm; alpha = 0.0030 1/K
current amplitude = 31.6228 mA
100 Hz V3w: Re = 2.983052 mV, Im = -1.120938 mV
1 Hz Re dT without tail, N=2 = 6.774414 K
1 Hz offset from missing tail = 9.7349 mK
slope conductivity, 1 to 10 Hz = 2.002559 W/(m K)
same without tail, N=2 = 2.002559 W/(m K)
relative slope change = 5.6e-11
PASS
```
